**Nusselt number of a square duct from two Poisson solves**

The program computes $\mathrm{Nu}=ha/k=1/(4\theta_b)$ for developed laminar flow in a square duct of side $a$, with constant heat input per length and a wall temperature uniform around the periphery. Here $h$ is the heat transfer coefficient, $k$ the fluid conductivity and $\theta_b$ the velocity-weighted mean of the scaled wall-to-fluid temperature difference. It asserts that the extrapolated five-point grid result agrees with an independent double sine series within $2\times10^{-5}$, and that the grid error is of second order. Further assertions cover two grids solved by hand, the force and heat balances at the wall, and Nu rebuilt from a temperature field in SI units. A downstream march with prescribed heat must end at the Poisson value, and a cooling march must reproduce the eigenvalue for a wall temperature constant along the duct. The output shows Nu = 3.60795 by both methods, against 2.978 for the constant wall temperature. For the liquid-ammonia example it prints a wall excess of 1.44 K, a bulk rise of 13.9 K and the sizes of the neglected effects.

## Numerical verification

```python
# Result under test: for developed laminar flow in a square duct with constant
# heat input per length and a wall temperature uniform around the periphery,
#     Nu = h a / k = 1 / (4 theta_b) = 3.608.
# Lengths are in units of the side a.  Symbols:
#   w        velocity shape, -lap(w) = 1, w = 0 on the wall; w_mean its mean
#   v        w / w_mean = local speed / mean speed
#   theta    k (T_wall - T) / q_line, -lap(theta) = v, theta = 0 on the wall
#   theta_b  velocity-weighted mean of theta
#   q_line   heat per unit channel length;  Pe = Re Pr
#   zeta     axial distance / (a Pe)
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu, eigsh
from scipy.constants import g as gravity


def solve_grid(n):
    """Both Poisson problems on n x n cells with one factorization."""
    h = 1.0 / n
    m = n - 1
    line = sp.diags([-np.ones(m - 1), 2 * np.ones(m), -np.ones(m - 1)],
                    [-1, 0, 1]) if m > 1 else sp.csr_matrix([[2.0]])
    eye = sp.identity(m)
    K = ((sp.kron(line, eye) + sp.kron(eye, line)) / h**2).tocsc()
    lu = splu(K)
    w = lu.solve(np.ones(m * m))
    w_mean = h**2 * w.sum()
    v = w / w_mean
    theta = lu.solve(v)
    theta_b = h**2 * np.dot(v, theta)
    return dict(n=n, h=h, K=K, w=w, w_mean=w_mean, v=v, theta=theta,
                theta_b=theta_b, nu=1 / (4 * theta_b))


def wall_gradient(field, n):
    """Inward normal derivative on one side; field is zero on the wall."""
    f = field.reshape(n - 1, n - 1)
    return (4 * f[0] - f[1]) * n / 2


def developing_flow(grid, length, steps):
    """March from a uniform inlet with prescribed heat; return local Nu."""
    K, v, h = grid["K"], grid["v"], grid["h"]
    dz = length / steps
    lu = splu((sp.diags(v / dz) + K).tocsc())
    response = lu.solve(K @ np.ones(v.size))
    response_bulk = h**2 * np.dot(v, response)
    T = np.zeros(v.size)
    local_nu = []
    for s in range(1, steps + 1):
        free = lu.solve(v * T / dz)
        bulk = s * dz
        T_wall = (bulk - h**2 * np.dot(v, free)) / response_bulk
        T = free + T_wall * response
        local_nu.append(1 / (4 * (T_wall - bulk)))
    return np.array(local_nu)


def entrance_zeta(local_nu, length):
    """First distance at which Nu is within 5 percent of its final value."""
    first = np.argmax(local_nu <= 1.05 * local_nu[-1])
    return (first + 1) * length / local_nu.size


# Finite-difference solutions, with the two smallest grids checked by hand
sizes = [2, 4, 20, 40, 80, 160]
grids = {n: solve_grid(n) for n in sizes}
assert abs(grids[2]["nu"] - 1) < 1e-12
assert abs(grids[4]["w_mean"] - 59 / 2048) < 1e-12
assert abs(grids[4]["nu"] - 3481 / 1354) < 1e-10
nu_extrapolated = (4 * grids[160]["nu"] - grids[80]["nu"]) / 3

# Independent solution: double sine series over odd indices
odd = np.arange(1, 2000, 2, dtype=float)
M, N = np.meshgrid(odd, odd, indexing="ij")
R = M**2 + N**2
A = np.sum(1 / (M**2 * N**2 * R))
B = np.sum(1 / (M**2 * N**2 * R**3))
nu_series = 16 * A**2 / (np.pi**2 * B)
w_mean = 64 * A / np.pi**6
theta_b = 1 / (4 * nu_series)
sign = np.where(((M + N) / 2 - 1) % 2 == 0, 1.0, -1.0)
w_centre = 16 / np.pi**4 * np.sum(sign / (M * N * R))
theta_centre = 16 / np.pi**6 * np.sum(sign / (M * N * R**2)) / w_mean
f_re = 1 / (2 * w_mean)

assert abs(nu_extrapolated - nu_series) < 2e-5
assert abs(nu_series - 3.608) < 5e-4
errors = {n: grids[n]["nu"] - nu_series for n in sizes}
order = np.log2(errors[80] / errors[160])
assert 1.9 < order < 2.1
fine = grids[160]
middle = fine["w"].size // 2
assert abs(fine["w"][middle] / w_centre - 1) < 1e-3
assert abs(fine["theta"][middle] / theta_centre - 1) < 1e-3
w_mean_extrapolated = (4 * fine["w_mean"] - grids[80]["w_mean"]) / 3
assert abs(w_mean_extrapolated / w_mean - 1) < 1e-5

# Force and heat balances from wall gradients (one-sided differences)
shear_total = 4 * fine["h"] * wall_gradient(fine["w"], 160).sum()
flux_side = wall_gradient(fine["theta"], 160)
heat_total = 4 * fine["h"] * flux_side.sum()
assert abs(shear_total - 1) < 5e-3
assert abs(heat_total - 1) < 2e-3
peak_flux_ratio = 4 * flux_side[flux_side.size // 2]

# Example inputs: rough liquid-ammonia values, round solid and geometry values
side = 50e-6              # m
length = 10e-3            # m
pitch = 100e-6            # m
speed = 1.0               # m/s
q_line = 10.0             # W/m
T_inlet = 290.0           # K
density = 600.0           # kg/m3
heat_capacity = 4800.0    # J/(kg K)
k_fluid = 0.48            # W/(m K)
viscosity = 1.3e-4        # Pa s
viscosity_slope = 0.01    # fractional fall per K
expansion = 2.5e-3        # 1/K
T_boil = 322.0            # K, at about 2 MPa
k_solid = 100.0           # W/(m K)
plate = 50e-6             # m, thickness of lid and of base
web = pitch - side        # m, solid between neighbouring channels

reynolds = density * speed * side / viscosity
prandtl = viscosity * heat_capacity / k_fluid
peclet = reynolds * prandtl
assert reynolds < 2000
pressure_gradient = viscosity * speed / (side**2 * w_mean)
pressure_drop = pressure_gradient * length
h_coeff = nu_series * k_fluid / side
bulk_slope = q_line / (density * heat_capacity * speed * side**2)
bulk_rise = bulk_slope * length
wall_excess = q_line * theta_b / k_fluid
mean_flux = q_line / (4 * side)
T_wall_out = T_inlet + bulk_rise + wall_excess

# Nu rebuilt from its definition with an SI temperature field
T_wall_test = 300.0
T_field = T_wall_test - q_line * fine["theta"] / k_fluid
u_field = speed * fine["v"]
T_bulk_test = np.sum(u_field * T_field) / np.sum(u_field)
flux_test = k_fluid * wall_gradient(T_wall_test - T_field, 160) / side
nu_definition = (flux_test.sum() * fine["h"] * side
                 / (k_fluid * (T_wall_test - T_bulk_test)))
assert abs(nu_definition / nu_series - 1) < 3e-3

# Developing temperature: the march must end at the Poisson result
zeta_end = length / (side * peclet)
local_nu = developing_flow(grids[40], zeta_end, 1300)
assert abs(local_nu[-1] - grids[40]["nu"]) < 1e-6
zeta_entry = entrance_zeta(local_nu, zeta_end)
coarse_nu = developing_flow(grids[20], zeta_end, 650)
assert abs(entrance_zeta(coarse_nu, zeta_end) / zeta_entry - 1) < 0.05
thermal_entry = zeta_entry * side * peclet
flow_entry = thermal_entry / prandtl
entry_factor = np.mean(grids[40]["nu"] / local_nu)

# Contrast: wall temperature constant along the channel as well


def nu_constant_wall(grid):
    value = eigsh(grid["K"], k=1, M=sp.diags(grid["v"]).tocsc(), sigma=0,
                  which="LM", return_eigenvectors=False)[0]
    return value / 4


nu_T40 = nu_constant_wall(grids[40])
nu_T = (4 * nu_constant_wall(grids[80]) - nu_T40) / 3
v40, h40, dz = grids[40]["v"], grids[40]["h"], 0.01
cooling = splu((sp.diags(v40 / dz) + grids[40]["K"]).tocsc())
T = np.ones(v40.size)
for _ in range(200):
    bulk_before = h40**2 * np.dot(v40, T)
    T = cooling.solve(v40 * T / dz)
    bulk_after = h40**2 * np.dot(v40, T)
nu_cooling = (bulk_before - bulk_after) / (4 * dz * bulk_after)
assert abs(nu_cooling - nu_T40) < 1e-6
assert nu_T < nu_series

# Sizes of neglected effects
wall_spread = mean_flux * side**2 / k_solid * (2 / web + 1 / (8 * plate))
solid_area = pitch * (side + 2 * plate) - side**2
solid_axial = k_solid * solid_area * bulk_slope / (q_line * length)
viscous_ratio = pressure_gradient * speed * side**2 / q_line
buoyancy_ratio = (density * gravity * expansion * wall_excess
                  / pressure_gradient)
dynamic_ratio = 0.5 * density * speed**2 / pressure_drop

print("GRID RESULTS (dimensionless): n, w_mean, theta_b, Nu, Nu error")
for n in sizes:
    r = grids[n]
    print(f"{n:4d} {r['w_mean']:.6f} {r['theta_b']:.6f} "
          f"{r['nu']:.5f} {errors[n]:.5f}")
print(f"observed order, n = 80 to 160: {order:.3f}")
print(f"Nu, Richardson from 80 and 160: {nu_extrapolated:.5f}")
print(f"series sums A, B: {A:.6f}, {B:.6f}")
print(f"Nu, sine series: {nu_series:.5f}")
print(f"w_mean, theta_b, series: {w_mean:.6f}, {theta_b:.6f}")
print(f"Fanning f Re: {f_re:.3f}")
print(f"centre speed / mean speed: {w_centre / w_mean:.3f}")
print(f"centre theta: {theta_centre:.4f}")
print(f"wall-gradient totals, shear and heat: "
      f"{shear_total:.4f}, {heat_total:.4f}")
print(f"mid-side flux / mean wall flux: {peak_flux_ratio:.2f}")
print(f"Nu from SI field and wall flux, n = 160: {nu_definition:.3f}")
print(f"Nu, wall temperature constant along z: {nu_T:.3f}")
print("EXAMPLE INPUTS (rough ammonia values, round solid values)")
print(f"side, pitch, plate: {side*1e6:.0f}, {pitch*1e6:.0f}, "
      f"{plate*1e6:.0f} um; length {length*1e3:.0f} mm")
print(f"mean speed {speed:.1f} m/s; heat per length {q_line:.0f} W/m")
print(f"density {density:.0f} kg/m3; heat capacity "
      f"{heat_capacity:.0f} J/(kg K)")
print(f"fluid k {k_fluid:.2f} W/(m K); viscosity {viscosity:.2e} Pa s")
print(f"viscosity fall {100*viscosity_slope:.0f} %/K; expansion "
      f"{expansion:.4f} 1/K")
print(f"solid k {k_solid:.0f} W/(m K); inlet {T_inlet:.0f} K; "
      f"boiling near {T_boil:.0f} K")
print("EXAMPLE RESULTS")
print(f"Re, Pr, Pe: {reynolds:.0f}, {prandtl:.2f}, {peclet:.0f}")
print(f"pressure drop: {pressure_drop/1e3:.1f} kPa")
print(f"heat transfer coefficient: {h_coeff:.0f} W/(m2 K)")
print(f"mean wall flux: {mean_flux/1e4:.1f} W/cm2")
print(f"chip footprint flux: {q_line/pitch/1e4:.1f} W/cm2")
print(f"bulk temperature rise: {bulk_rise:.1f} K")
print(f"wall minus bulk, developed: {wall_excess:.2f} K")
print(f"outlet wall temperature: {T_wall_out:.1f} K")
print("NEGLECTED EFFECTS")
print(f"thermal entrance: zeta {zeta_entry:.3f}, "
      f"{thermal_entry*1e3:.2f} mm")
print(f"flow entrance, estimate: {flow_entry*1e3:.1f} mm")
print(f"mean wall excess / developed value: {entry_factor:.3f}")
print(f"wall temperature spread: {wall_spread:.3f} K, "
      f"{100*wall_spread/wall_excess:.1f} % of wall excess")
print(f"axial conduction in solid / heat load: {100*solid_axial:.1f} %")
print(f"viscosity change, wall to bulk: "
      f"{100*viscosity_slope*wall_excess:.1f} %")
print(f"viscosity change, inlet to outlet: "
      f"{100*viscosity_slope*bulk_rise:.0f} %")
print(f"viscous heating / heat load: {100*viscous_ratio:.3f} %")
print(f"buoyancy / pressure gradient: {buoyancy_ratio:.1e}")
print(f"inlet dynamic pressure / drop: {100*dynamic_ratio:.1f} %")
print(f"margin to boiling at outlet wall: {T_boil-T_wall_out:.0f} K")
print("no test failed")
```

Running it gives:

```
GRID RESULTS (dimensionless): n, w_mean, theta_b, Nu, Nu error
   2 0.015625 0.250000 1.00000 -2.60795
   4 0.028809 0.097242 2.57090 -1.03705
  20 0.034861 0.070279 3.55723 -0.05072
  40 0.035073 0.069538 3.59516 -0.01279
  80 0.035126 0.069353 3.60475 -0.00320
 160 0.035140 0.069307 3.60715 -0.00080
observed order, n = 80 to 160: 1.999
Nu, Richardson from 80 and 160: 3.60795
series sums A, B: 0.527927, 0.125230
Nu, sine series: 3.60795
w_mean, theta_b, series: 0.035144, 0.069291
Fanning f Re: 14.227
centre speed / mean speed: 2.096
centre theta: 0.1156
wall-gradient totals, shear and heat: 0.9995, 1.0003
mid-side flux / mean wall flux: 1.53
Nu from SI field and wall flux, n = 160: 3.608
Nu, wall temperature constant along z: 2.978
EXAMPLE INPUTS (rough ammonia values, round solid values)
side, pitch, plate: 50, 100, 50 um; length 10 mm
mean speed 1.0 m/s; heat per length 10 W/m
density 600 kg/m3; heat capacity 4800 J/(kg K)
fluid k 0.48 W/(m K); viscosity 1.30e-04 Pa s
viscosity fall 1 %/K; expansion 0.0025 1/K
solid k 100 W/(m K); inlet 290 K; boiling near 322 K
EXAMPLE RESULTS
Re, Pr, Pe: 231, 1.30, 300
pressure drop: 14.8 kPa
heat transfer coefficient: 34636 W/(m2 K)
mean wall flux: 5.0 W/cm2
chip footprint flux: 10.0 W/cm2
bulk temperature rise: 13.9 K
wall minus bulk, developed: 1.44 K
outlet wall temperature: 305.3 K
NEGLECTED EFFECTS
thermal entrance: zeta 0.057, 0.85 mm
flow entrance, estimate: 0.7 mm
mean wall excess / developed value: 0.981
wall temperature spread: 0.053 K, 3.7 % of wall excess
axial conduction in solid / heat load: 1.7 %
viscosity change, wall to bulk: 1.4 %
viscosity change, inlet to outlet: 14 %
viscous heating / heat load: 0.037 %
buoyancy / pressure gradient: 1.4e-05
inlet dynamic pressure / drop: 2.0 %
margin to boiling at outlet wall: 17 K
no test failed
```
